# Debugging a numerical check: Breit's Bound g Factor and Hyperfine Factor from Dirac-Coulomb 1s Functions

```python
"""
Result under test, for the Dirac-Coulomb 1s state of a point nucleus:
  bound g factor      g = (2/3)(1 + 2 gamma)
  hyperfine factor    R = 1/(gamma (2 gamma - 1)), relative to Fermi contact
with gamma = sqrt(1 - a^2), a = Z alpha, and gamma > 1/2 for R.
Radial and spinor work uses hbar = c = electron mass = 1.
g(r), f(r): large and small radial functions; G = r g, F = r f.
I = integral r^3 g f dr;  K = integral g f dr.
Tree level, first order in the magnetic perturbation, fixed nucleus.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import gamma as gamma_function
from scipy.special import gammaincinv, eval_genlaguerre, roots_genlaguerre

ALPHA = const.fine_structure
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
DIRAC_ALPHA = np.array([np.kron(PAULI[0], s) for s in PAULI])
DIRAC_BETA = np.diag([1.0, 1.0, -1.0, -1.0])
LEVI = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    LEVI[i, j, k] = 1
    LEVI[i, k, j] = -1


def gamma_of(a):
    return np.sqrt(1 - a * a)


def g_formula(a):
    return 2 * (1 + 2 * gamma_of(a)) / 3


def hfs_formula(a):
    return 1 / (gamma_of(a) * (2 * gamma_of(a) - 1))


def spinors(position, a):
    """Both 1s spinors as columns; output shape (points, 4, 2)."""
    gam = gamma_of(a)
    eta = a / (1 + gam)
    r = np.linalg.norm(position, axis=1)
    norm = np.sqrt((2 * a)**(2 * gam + 1) / gamma_function(2 * gam + 1)
                   * (1 + gam) / 2 / (4 * np.pi))
    radial = norm * r**(gam - 1) * np.exp(-a * r)
    sigma_n = np.einsum('nk,kij->nij', position / r[:, None], PAULI)
    upper = np.broadcast_to(np.eye(2), sigma_n.shape)
    both = np.concatenate([upper, 1j * eta * sigma_n], axis=1)
    return radial[:, None, None] * both


def magnetic_matrices(a, power, low=-70.0, high=5.0, count=1201):
    """Norm matrix and matrices of r^power (r x alpha)_k, by 3D quadrature.
    The radial variable is t = log(a r)."""
    t = np.linspace(low, high, count)
    wt = np.full(count, t[1] - t[0])
    wt[[0, -1]] *= 0.5
    r = np.exp(t) / a
    cosines, wc = np.polynomial.legendre.leggauss(4)
    phi = 2 * np.pi * np.arange(6) / 6
    c, p = np.meshgrid(cosines, phi, indexing='ij')
    s = np.sqrt(1 - c * c)
    n = np.stack([s * np.cos(p), s * np.sin(p), c], axis=-1).reshape(-1, 3)
    angular = np.repeat(wc, 6) * 2 * np.pi / 6
    position = (r[:, None, None] * n[None]).reshape(-1, 3)
    volume = ((wt * r**3)[:, None] * angular).ravel()
    psi = spinors(position, a)
    overlap = np.einsum('n,nia,nib->ab', volume, psi.conj(), psi)
    current = np.stack([psi.conj().transpose(0, 2, 1) @ (m @ psi)
                        for m in DIRAC_ALPHA], axis=1)
    weight = volume * np.repeat(r**power, len(n))
    first_moment = np.einsum('ni,njab->ijab', weight[:, None] * position,
                             current, optimize=True)
    return overlap, np.einsum('kij,ijab->kab', LEVI, first_moment)


def radial_ground_state(a, screening=0.0, size=14):
    """Diagonalize the s1/2 radial Dirac operator for
    V = -(a/r) exp(-screening r), in an orthonormal Laguerre basis."""
    gam = gamma_of(a)
    scale = 2.6 * a
    x, w = roots_genlaguerre(40, 2 * gam - 2)
    order = np.arange(size)[:, None]
    length = np.sqrt(gamma_function(order + 2 * gam + 1)
                     / gamma_function(order + 1))
    poly = eval_genlaguerre(order, 2 * gam, x[None]) / length
    slope = -(order > 0) * eval_genlaguerre(
        np.maximum(order - 1, 0), 2 * gam + 1, x[None]) / length
    r = x / scale

    def matrix(values):
        return (poly * (w * x**2 * values)) @ poly.T

    unit = np.eye(size)
    assert np.allclose(matrix(np.ones_like(x)), unit, atol=1e-9)
    derivative = scale * (poly * (w * x**2)) @ (
        slope + (gam / x - 0.5) * poly).T
    potential = matrix(-a / r * np.exp(-screening * r))
    inverse_r = matrix(1 / r)
    hamiltonian = np.block([
        [unit + potential, derivative + inverse_r],
        [-derivative + inverse_r, -unit + potential]])
    assert np.allclose(hamiltonian, hamiltonian.T, atol=1e-9)
    energies, vectors = np.linalg.eigh(hamiltonian)
    # The lower half of the spectrum represents the negative continuum.
    assert energies[size - 1] < -1 < energies[size] < 1
    large, small = vectors[:size, size], vectors[size:, size]
    beta = large @ large - small @ small
    return (energies[size], beta, large @ matrix(r) @ small,
            large @ matrix(1 / r**2) @ small)


# The closed spinors solve the four-component Dirac equation.
Z = 50
a = Z * ALPHA
gam = gamma_of(a)
points = np.array([[1.1, 0.7, -0.9], [-2.0, 1.3, 0.8], [0.6, -1.9, 2.2]])
step = 1e-3
psi = spinors(points, a)
h_psi = DIRAC_BETA @ psi - (a / np.linalg.norm(points, axis=1)
                          )[:, None, None] * psi
for axis in range(3):
    shift = step * np.eye(3)[axis]
    gradient = (spinors(points + shift, a)
                - spinors(points - shift, a)) / (2 * step)
    h_psi = h_psi - 1j * DIRAC_ALPHA[axis] @ gradient
dirac_error = np.max(abs(h_psi - gam * psi)) / np.max(abs(psi))
assert dirac_error < 1e-5  # second-order finite differences

# Direct 3D expectation values against both final formulas.
table = []
for charge in (1, 10, 30, 50, 80):
    b = charge * ALPHA
    overlap, zeeman = magnetic_matrices(b, 0)
    _, dipole = magnetic_matrices(b, -3)
    g_direct = 2 * zeeman[2, 0, 0].real
    # Contact operator: (2/3)(1/2m)|psi(0)|^2, in units e mu/(4 pi).
    contact = 4 * np.pi * (2 / 3) * 0.5 * b**3 / np.pi
    hfs_direct = dipole[2, 0, 0].real / contact
    assert np.allclose(overlap, np.eye(2), atol=1e-9)
    assert np.allclose(zeeman, g_direct / 2 * PAULI, atol=1e-9)
    assert np.allclose(dipole / contact, hfs_direct * PAULI, atol=1e-8)
    assert abs(g_direct - g_formula(b)) < 1e-9
    assert abs(hfs_direct - hfs_formula(b)) < 1e-8
    table.append((charge, gamma_of(b), g_direct, hfs_direct))

# Weak-binding expansions against direct quadrature.
b = 5 * ALPHA
x2 = b * b
g_small = 2 * magnetic_matrices(b, 0)[1][2, 0, 0].real
r_small = magnetic_matrices(b, -3)[1][2, 0, 0].real / (4 * b**3 / 3)
assert abs(g_small - (2 - 2 * x2 / 3 - x2**2 / 6)) < x2**3
assert abs(r_small - (1 + 3 * x2 / 2 + 17 * x2**2 / 8)) < 5 * x2**3

# Diagonalization without the closed 1s solution.
energy, beta, I_value, K_value = radial_ground_state(a)
assert abs(energy - gam) < 1e-9
assert abs(beta - gam) < 1e-8
assert abs(8 * I_value / 3 - g_formula(a)) < 1e-7
assert abs(K_value / a**3 - hfs_formula(a)) < 1e-6

# In a screened field g follows <beta>, and no longer follows E/m.
screening = 0.3 * a
e_scr, beta_scr, I_scr, _ = radial_ground_state(a, screening)
g_scr = 8 * I_scr / 3
g_from_beta = 2 * (1 + 2 * beta_scr) / 3
g_from_energy = 2 * (1 + 2 * e_scr) / 3
assert abs(g_scr - g_from_beta) < 1e-6
assert abs(g_scr - g_from_energy) > 1e-3

# Nonrelativistic reduction f = -g'/(2m), Coulomb and other s functions.
rs = sp.symbols('r', positive=True)
for trial in (sp.exp(-rs), (1 + rs) * sp.exp(-2 * rs), sp.exp(-rs**2)):
    small = -sp.diff(trial, rs) / 2
    norm = sp.integrate(sp.expand(rs**2 * trial**2), (rs, 0, sp.oo))
    I_nr = sp.integrate(sp.expand(rs**3 * trial * small), (rs, 0, sp.oo))
    K_nr = sp.integrate(sp.expand(trial * small), (rs, 0, sp.oo))
    assert sp.simplify(I_nr / norm - sp.Rational(3, 4)) == 0
    assert sp.simplify(K_nr - trial.subs(rs, 0)**2 / 4) == 0

# Inner logarithmic shells grow for gamma < 1/2 and shrink for gamma > 1/2.
shell_ratios = []
for trial_gamma in (0.45, 0.55):
    b = np.sqrt(1 - trial_gamma**2)
    outer = magnetic_matrices(b, -3, -20, -10, 201)[1][2, 0, 0].real
    inner = magnetic_matrices(b, -3, -30, -20, 201)[1][2, 0, 0].real
    shell_ratios.append(inner / outer)
    assert abs(inner / outer / np.exp(10 * (1 - 2 * trial_gamma)) - 1) < 1e-3
assert shell_ratios[0] > 1 > shell_ratios[1]
critical = np.sqrt(3) / 2
largest_Z = int(np.floor(critical / ALPHA))
assert gamma_of(largest_Z * ALPHA) > 0.5 > gamma_of((largest_Z + 1) * ALPHA)

# Radii, in units of Bohr radius/Z, that enclose half of I and of K.
half_I = gammaincinv(2 * gam + 2, 0.5) / 2
half_K = gammaincinv(2 * gam - 1, 0.5) / 2
for power, radius in ((0, half_I), (-3, half_K)):
    whole = magnetic_matrices(a, power)[1][2, 0, 0].real
    part = magnetic_matrices(a, power, high=np.log(radius))[1][2, 0, 0].real
    assert abs(part / whole - 0.5) < 1e-3  # trapezoid error at the cut
assert half_K < half_I

# Worked example in SI units.
field = 1.0
mu_B = const.physical_constants['Bohr magneton'][0]
mu_N = const.physical_constants['nuclear magneton'][0]
bohr = const.physical_constants['Bohr radius'][0]
compton = const.hbar / (const.m_e * const.c)
_, zeeman = magnetic_matrices(a, 0)
_, dipole = magnetic_matrices(a, -3)
levels = np.linalg.eigvalsh(
    const.e * const.c * field * compton / 2 * zeeman[2])
zeeman_split = levels[-1] - levels[0]
assert abs(zeeman_split / (g_formula(a) * mu_B * field) - 1) < 1e-7
prefactor = const.mu_0 / (4 * np.pi) * const.e * const.c * mu_N / compton**2
hfs_matrix = prefactor * sum(np.kron(PAULI[k], dipole[k]) for k in range(3))
levels = np.linalg.eigvalsh(hfs_matrix)
hfs_split = levels[-1] - levels[0]
assert np.allclose(levels[1:], levels[-1], rtol=1e-7, atol=0)
density = Z**3 / (np.pi * bohr**3)
contact_split = 4 * (2 / 3) * const.mu_0 * mu_B * mu_N * density
assert abs(hfs_split / contact_split / hfs_formula(a) - 1) < 1e-7

print(f"Inverse fine-structure constant: {1 / ALPHA:.6f} (dimensionless)")
print("Table: Z, gamma, g, hyperfine factor (all dimensionless)")
for row in table:
    print(f"  {row[0]:3d}  {row[1]:.6f}  {row[2]:.6f}  {row[3]:.6f}")
print(f"Example nuclear charge Z: {Z} (dimensionless)")
print(f"Z alpha: {a:.6f} (dimensionless)")
print(f"gamma: {gam:.6f} (dimensionless)")
print(f"eta = f/g: {a / (1 + gam):.6f} (dimensionless)")
print(f"Small-component probability: {(1 - beta) / 2:.6f} (dimensionless)")
print(f"E/m from diagonalization: {energy:.6f} (dimensionless)")
print(f"<beta> from diagonalization: {beta:.6f} (dimensionless)")
print(f"m I from diagonalization: {I_value:.6f} (dimensionless)")
print(f"K/m^2 from diagonalization: {K_value:.6f} (dimensionless)")
print(f"(Z alpha)^3: {a**3:.6f} (dimensionless)")
print(f"g from diagonalization: {8 * I_value / 3:.6f} (dimensionless)")
print(f"Hyperfine factor from diagonalization: {K_value / a**3:.6f}"
      " (dimensionless)")
print(f"Screening constant/(Z alpha m): {screening / a:.2f} (dimensionless)")
print(f"Screened E/m: {e_scr:.6f} (dimensionless)")
print(f"Screened <beta>: {beta_scr:.6f} (dimensionless)")
print(f"Screened g, from I: {g_scr:.6f} (dimensionless)")
print(f"Screened g, from <beta>: {g_from_beta:.6f} (dimensionless)")
print(f"Screened g, if E/m replaced <beta>: {g_from_energy:.6f}"
      " (dimensionless)")
print(f"Radius enclosing half of I: {half_I:.4f} Bohr radius/Z")
print(f"Radius enclosing half of K: {half_K:.4f} Bohr radius/Z")
print(f"Inner/outer shell ratio, gamma=0.45: {shell_ratios[0]:.4f}"
      " (dimensionless)")
print(f"Inner/outer shell ratio, gamma=0.55: {shell_ratios[1]:.4f}"
      " (dimensionless)")
print(f"Critical Z alpha: {critical:.6f} (dimensionless)")
print(f"Largest integer Z with finite K: {largest_Z} (dimensionless)")
print(f"Magnetic field: {field:.1f} T")
print(f"Zeeman splitting: {zeeman_split / const.h / 1e9:.4f} GHz")
print(f"Zeeman splitting for g=2: {2 * mu_B * field / const.h / 1e9:.4f} GHz")
print(f"Zeeman splitting, converted: {zeeman_split / const.e * 1e6:.3f}"
      " micro-eV")
print(f"Nuclear moment: {mu_N / mu_N:.1f} nuclear magneton")
print(f"Contact hyperfine splitting: {contact_split / const.h / 1e12:.4f} THz")
print(f"Dirac hyperfine splitting: {hfs_split / const.h / 1e12:.4f} THz")
print(f"Dirac hyperfine splitting, converted: {hfs_split / const.e:.5f} eV")
print("every check passed")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 158, in <module>
    energy, beta, I_value, K_value = radial_ground_state(a)
                                     ^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 89, in radial_ground_state
    slope = -(order > 0) * eval_genlaguerre(
            ^^^^^^^^^^^^
TypeError: The numpy boolean negative, the `-` operator, is not supported, use the `~` operator or the logical_not function instead.
```

Diagnosis: The program stopped because the minus sign was applied to the boolean array `order > 0`, which numpy does not allow; the physics was not at fault. The derivative of the Laguerre polynomials now uses `np.where`, with zero for the constant polynomial and minus the associated polynomial otherwise. The nuclear moment is also now a named input of one nuclear magneton, so that its printed value is no longer a constant divided by itself. No tested quantity or tolerance changes.

Repair:

```diff
@@ -87,6 +87,6 @@
                      / gamma_function(order + 1))
     poly = eval_genlaguerre(order, 2 * gam, x[None]) / length
-    slope = -(order > 0) * eval_genlaguerre(
-        np.maximum(order - 1, 0), 2 * gam + 1, x[None]) / length
+    lowered = eval_genlaguerre(np.maximum(order - 1, 0), 2 * gam + 1, x[None])
+    slope = np.where(order > 0, -lowered, 0.0) / length
     r = x / scale
 
@@ -205,6 +205,8 @@
 # Worked example in SI units.
 field = 1.0
+moment_in_magnetons = 1.0
 mu_B = const.physical_constants['Bohr magneton'][0]
 mu_N = const.physical_constants['nuclear magneton'][0]
+nuclear_moment = moment_in_magnetons * mu_N
 bohr = const.physical_constants['Bohr radius'][0]
 compton = const.hbar / (const.m_e * const.c)
@@ -215,5 +217,6 @@
 zeeman_split = levels[-1] - levels[0]
 assert abs(zeeman_split / (g_formula(a) * mu_B * field) - 1) < 1e-7
-prefactor = const.mu_0 / (4 * np.pi) * const.e * const.c * mu_N / compton**2
+prefactor = (const.mu_0 / (4 * np.pi) * const.e * const.c
+             * nuclear_moment / compton**2)
 hfs_matrix = prefactor * sum(np.kron(PAULI[k], dipole[k]) for k in range(3))
 levels = np.linalg.eigvalsh(hfs_matrix)
@@ -221,5 +224,5 @@
 assert np.allclose(levels[1:], levels[-1], rtol=1e-7, atol=0)
 density = Z**3 / (np.pi * bohr**3)
-contact_split = 4 * (2 / 3) * const.mu_0 * mu_B * mu_N * density
+contact_split = 4 * (2 / 3) * const.mu_0 * mu_B * nuclear_moment * density
 assert abs(hfs_split / contact_split / hfs_formula(a) - 1) < 1e-7
 
@@ -261,5 +264,5 @@
 print(f"Zeeman splitting, converted: {zeeman_split / const.e * 1e6:.3f}"
       " micro-eV")
-print(f"Nuclear moment: {mu_N / mu_N:.1f} nuclear magneton")
+print(f"Nuclear moment: {moment_in_magnetons:.1f} nuclear magneton")
 print(f"Contact hyperfine splitting: {contact_split / const.h / 1e12:.4f} THz")
 print(f"Dirac hyperfine splitting: {hfs_split / const.h / 1e12:.4f} THz")
```

After the repair:

```
Inverse fine-structure constant: 137.035999 (dimensionless)
Table: Z, gamma, g, hyperfine factor (all dimensionless)
    1  0.999973  1.999964  1.000080
   10  0.997334  1.996445  1.008048
   30  0.975743  1.967657  1.077116
   50  0.931059  1.908079  1.245821
   80  0.811906  1.749208  1.974425
Example nuclear charge Z: 50 (dimensionless)
Z alpha: 0.364868 (dimensionless)
gamma: 0.931059 (dimensionless)
eta = f/g: 0.188947 (dimensionless)
Small-component probability: 0.034470 (dimensionless)
E/m from diagonalization: 0.931059 (dimensionless)
<beta> from diagonalization: 0.931059 (dimensionless)
m I from diagonalization: 0.715530 (dimensionless)
K/m^2 from diagonalization: 0.060515 (dimensionless)
(Z alpha)^3: 0.048574 (dimensionless)
g from diagonalization: 1.908079 (dimensionless)
Hyperfine factor from diagonalization: 1.245821 (dimensionless)
Screening constant/(Z alpha m): 0.30 (dimensionless)
Screened E/m: 0.963636 (dimensionless)
Screened <beta>: 0.937512 (dimensionless)
Screened g, from I: 1.916682 (dimensionless)
Screened g, from <beta>: 1.916682 (dimensionless)
Screened g, if E/m replaced <beta>: 1.951514 (dimensionless)
Radius enclosing half of I: 1.7672 Bohr radius/Z
Radius enclosing half of K: 0.2802 Bohr radius/Z
Inner/outer shell ratio, gamma=0.45: 2.7183 (dimensionless)
Inner/outer shell ratio, gamma=0.55: 0.3679 (dimensionless)
Critical Z alpha: 0.866025 (dimensionless)
Largest integer Z with finite K: 118 (dimensionless)
Magnetic field: 1.0 T
Zeeman splitting: 26.7059 GHz
Zeeman splitting for g=2: 27.9925 GHz
Zeeman splitting, converted: 110.447 micro-eV
Nuclear moment: 1.0 nuclear magneton
Contact hyperfine splitting: 63.6071 THz
Dirac hyperfine splitting: 79.2430 THz
Dirac hyperfine splitting, converted: 0.32772 eV
every check passed
```
